# Radial Wavelength Shortening in a Thin Capacitive Plasma Slab

A 40 MHz wave has a wavelength of 749.5 cm in free space. Between two plates enclosing a plasma 4 cm thick, with a 0.2 cm sheath at each plate, the model below gives about 226 cm in its simple limit and 229 cm in full. On electrodes of radius 20 cm, the squared rf voltage is then 14–15% lower at the edge than at the centre; the free-space wavelength would give a drop of 1.4%. The thickness ratio of plasma to sheath sets the difference, and over a certain range the plasma density has little direct effect on it.

## The model and its field equation

Perfectly conducting plates lie at $z=\pm L$, with $L=d+s$. A uniform cold plasma of electron density $n$ fills $|z|<d$. Each sheath is treated electrically as an empty layer of fixed thickness $s$, and the ions do not respond at the radio frequency. The two halves of the gap are driven symmetrically, so the magnetic field $H_\phi$ is even in $z$.

The algebra uses atomic units with Gaussian fields: electron mass and charge magnitude are 1, and $c$ is the inverse fine-structure constant. Fields vary as $e^{-i\omega t}$, and $k_0=\omega/c$. For electrons with collision frequency $\nu$, Newton's equation $-i\omega v=-E-\nu v$ gives the current $J=-nv=nE/(\nu-i\omega)$. Adding it to the displacement current in Ampère's law gives

$$\nabla\times\mathbf H=-ik_0\epsilon\mathbf E,\qquad \nabla\times\mathbf E=ik_0\mathbf H, \tag{1}$$

$$\epsilon=1-\frac{\omega_p^2}{\omega(\omega+i\nu)},\qquad \omega_p^2=4\pi n. \tag{2}$$

In the sheath $\epsilon=1$. The collisionless skin depth is $\delta=c/\omega_p$.

For an axisymmetric wave regular on the axis, take $H_\phi=h(z)J_1(kr)$. The radial and axial components of Ampère's law are $-\partial_zH_\phi=-ik_0\epsilon E_r$ and $r^{-1}\partial_r(rH_\phi)=-ik_0\epsilon E_z$. Since $r^{-1}d[rJ_1(kr)]/dr=kJ_0(kr)$,

$$E_r=-\frac{i}{k_0\epsilon}h'J_1(kr),\qquad E_z=\frac{ik}{k_0\epsilon}hJ_0(kr). \tag{3}$$

Faraday's law requires $\partial_zE_r-\partial_rE_z=ik_0H_\phi$. Inserting (3), with $dJ_0(kr)/dr=-kJ_1(kr)$, and cancelling $J_1$ gives

$$-\frac{i}{k_0}\left(\frac{h'}{\epsilon}\right)'+\frac{ik^2}{k_0\epsilon}h=ik_0h.$$

Multiplication by $-ik_0$ changes this to $-(h'/\epsilon)'+k^2h/\epsilon=k_0^2h$, or

$$\left(\frac{h'}{\epsilon}\right)'=\left(\frac{k^2}{\epsilon}-k_0^2\right)h. \tag{4}$$

The same $k$ must hold in plasma and sheath, because the tangential fields match at every radius.

## The dispersion relation

Within a uniform layer, (4) reads $h''=(k^2-\epsilon k_0^2)h$. Define

$$a_p^2=k^2-\epsilon k_0^2,\qquad a_0^2=k^2-k_0^2. \tag{5}$$

Evenness selects $h=A\cosh(a_pz)$ in the plasma. At the metal $E_r=0$, hence $h'(L)=0$, which selects $h=B\cosh[a_0(L-z)]$ in the upper sheath. At $z=d$, continuity of $H_\phi$ and of $E_r\propto h'/\epsilon$ requires

$$A\cosh(a_pd)=B\cosh(a_0s),$$

$$\frac{a_p}{\epsilon}A\sinh(a_pd)=-a_0B\sinh(a_0s).$$

The minus sign arises because $L-z$ decreases as $z$ increases. Dividing the second equation by the first removes both amplitudes:

$$\frac{a_p}{\epsilon}\tanh(a_pd)+a_0\tanh(a_0s)=0. \tag{6}$$

This relation can be tested without assuming a separated field. Maxwell's equations with cold electrons were discretized in both $r$ and $z$, in a closed cylinder of radius 86 cm with the layers and density of the example below. The lowest symmetric mode lay at 40.65 MHz. At that frequency (6) gave a radial wavenumber 0.99932 times the value $2.405/(86\ \mathrm{cm})$ required by $E_z=0$ at the side wall. The 0.07% difference is of the size of the grid error with 20 radial cells; the separated field equation (4) with the wall condition places the mode at 40.68 MHz.

## The thin, dense limit

When $|a_pd|$ and $|a_0s|$ are small, each hyperbolic tangent can be replaced by its argument. Equation (6) becomes

$$\frac{k^2-\epsilon k_0^2}{\epsilon}d+(k^2-k_0^2)s=0.$$

Collecting the terms in $k^2$ gives $k^2(s+d/\epsilon)=k_0^2(s+d)$. With $D=d/s$,

$$\frac{k^2}{k_0^2}=\frac{1+D}{1+D/\epsilon}. \tag{7}$$

If $|\epsilon|\gg D$, the denominator tends to 1 and

$$k=k_0\sqrt{1+\frac ds},\qquad \lambda=\frac{\lambda_0}{\sqrt{1+d/s}}. \tag{8}$$

The condition $|\epsilon|\gg1$ is also needed if the departure from free space is to be accurate when $D$ is small. Indeed, subtracting 1 from (7) gives $k^2/k_0^2-1=D(1-1/\epsilon)/(1+D/\epsilon)$, which tends to $D$ when both conditions hold.

The replacement of the tangents adds requirements. Using (8) in (5), and $|\epsilon|\gg1+D$, they become

$$|\epsilon|k_0^2d^2\ll1,\qquad k_0^2ds\ll1. \tag{9}$$

The first says that the half-thickness is well below the penetration length $1/(k_0\sqrt{|\epsilon|})$, which is close to $\delta$ for weak collisions and longer than $\delta$ for strong ones; the second limits the sheath. For weak collisions, $|\epsilon|\approx\omega_p^2/\omega^2$, and for $D$ of order 1 or more the density must lie in the window

$$D\,\omega^2\ll\omega_p^2\ll c^2/d^2. \tag{10}$$

Thus "dense" has both a lower and an upper limit. Within the window $n$ is absent from (8), provided that $d$ and $s$ are held fixed. In a discharge a change of density usually changes $s$ as well, and the wavelength then follows through $s$.

Nothing in (8) requires $\nu<\omega$; it is the magnitude of $\epsilon$ that matters. Roots of (6) were compared with (8) for $D=0.5$, 3, 10 and 30, with $\omega_p/\omega=1000$, $d/\delta=0.01$ and $\nu/\omega=0$ or 5. The largest relative difference in $k$ was $7.9\times10^{-5}$.

## Why the wave slows down

Consider a strip of the plates of width $w$, short enough in the radial direction to be treated as a plane transmission line along $x$. A surface charge $\sigma$ produces a sheath field $4\pi\sigma$. The axial field in the plasma is smaller by $1/\epsilon$, so its contribution to the voltage is negligible when $d/|\epsilon|\ll s$. The voltage across both sheaths is $V=8\pi\sigma s$, and the capacitance per length is

$$C'=\frac{\sigma w}{V}=\frac{w}{8\pi s}.$$

In a thin plasma the magnetic field is nearly uniform across the whole gap. A plate current $I$ produces $H=4\pi I/(cw)$. Faraday's law around a loop reaching from plate to plate gives, in magnitude, $|\partial_xV|=2LH_t/c$ with $H_t=|\partial_tH|$. The inductance per length, the factor multiplying $|\partial_tI|$, is therefore

$$L'=\frac{8\pi(d+s)}{c^2w}.$$

The speed is $1/\sqrt{L'C'}=c\sqrt{s/(d+s)}$, in agreement with (8). The plasma shorts out the axial electric field but, being thinner than a skin depth, leaves the magnetic field in place. Capacitance is set by the sheaths, inductance by the full gap.

The cylinder calculation shows the same division of energy. Of the electric field energy, more than 99.9% lay in the sheaths. Of the magnetic energy, 0.9011 lay in the plasma, close to the uniform-field value $d/(d+s)=0.909$.

## Two ways for the result to fail

**Series resonance.** Without collisions, the denominator of (7) vanishes at $\epsilon=-D$. Equation (2) then reads $1-\omega_p^2/\omega^2=-D$, so that

$$\omega_s=\frac{\omega_p}{\sqrt{1+D}}. \tag{11}$$

Here the inductive voltage across the plasma cancels the capacitive voltage across the sheaths. As $\omega$ approaches $\omega_s$ from below, (7) makes $k$ grow beyond (8). At $\epsilon=-2D$, for instance, the denominator is $1/2$ and $k^2$ is twice the simple value. For $-D<\epsilon<0$, (7) gives $k^2<0$, an evanescent wave. This is not the only solution there. When $k^2\gg|\epsilon|k_0^2$, both $a_p$ and $a_0$ are close to $k$, and (6) reduces to $\tanh(kd)/\tanh(ks)=-\epsilon$. For $D>1$ the left side falls from $D$ to 1 as $k$ grows, so a short surface wave with real $k$ exists for $-D<\epsilon<-1$; the thin-layer expansion misses it. This wave is the continuation of the propagating branch: in (6), $k$ stays finite at $\omega_s$ and keeps rising through it. For the layers and density of the example below, where $\omega_s$ corresponds to 270.7 MHz, $k/k_0$ is 5.9, 6.9 and 8.8 at 250, 270 and 300 MHz. Near $\omega_s$ the large $k$ invalidates the thin-layer expansion itself, and (6) must be used; at 250 MHz, (7) already overestimates $k^2$ twofold.

**A thick plasma.** Let collisions be absent and $|\epsilon|$ large, but let $d/\delta$ be arbitrary. Then $\epsilon\approx-1/(k_0\delta)^2$. If $k^2\delta^2\ll1$, (5) gives $a_p\approx1/\delta$, and $a_p/\epsilon\approx-k_0^2\delta$. With a thin sheath, (6) becomes $-k_0^2\delta\tanh(d/\delta)+(k^2-k_0^2)s=0$, or

$$\frac{k^2}{k_0^2}=1+\frac{\delta}{s}\tanh\frac d\delta. \tag{12}$$

For $d\ll\delta$ this returns (8). For $d\gg\delta$ it tends to $1+\delta/s$: the magnetic field fills the sheaths but, inside the plasma, only a skin layer beside each of them, and further plasma adds no inductance. At fixed $s$, raising the density in this regime shortens $\delta$ and so lengthens the wave.

## Leading corrections, including a density profile

The size of both effects follows from integrating (4), even when $\epsilon$ varies with $z$ inside the plasma. Let $g=h'/\epsilon$. Evenness gives $g(0)=0$ and the metal gives $g(L)=0$, so the integral of $g'$ over the half-gap vanishes:

$$0=\int_0^L\left(\frac{k^2}{\epsilon}-k_0^2\right)h\,dz. \tag{13}$$

Write $h=1+\eta$, with $\eta(0)=0$. Inside the plasma $k^2/\epsilon$ is small beside $k_0^2$, so to leading order $g'=-k_0^2$, $g=-k_0^2z$, and

$$\eta'=\epsilon g=-k_0^2\epsilon z. \tag{14}$$

For negative $\epsilon$ the magnetic field rises towards the sheath. Across the sheath its relative change is of order $k_0^2ds$ and is dropped, so $\eta=\eta(d)$ there. The terms of (13) containing $\eta$ are

$$-k_0^2\int_0^d\eta\,dz+(k^2-k_0^2)s\,\eta(d).$$

At leading order $(k^2-k_0^2)s=k_0^2d$. Integration by parts then turns the expression into

$$k_0^2\left[d\,\eta(d)-\int_0^d\eta\,dz\right]=k_0^2\int_0^dz\eta'\,dz=-k_0^4\int_0^d\epsilon z^2\,dz.$$

Equation (13) therefore becomes, to first order in the corrections,

$$k^2\left(s+\int_0^d\frac{dz}{\epsilon}\right)=k_0^2(s+d)+k_0^4\int_0^d\epsilon z^2\,dz. \tag{15}$$

For uniform plasma the integrals are $d/\epsilon$ and $\epsilon d^3/3$. Dividing by $k_0^2s$ and expanding $1/(1+D/\epsilon)$ gives

$$\frac{k^2}{k_0^2}\approx(1+D)\left(1-\frac D\epsilon\right)+\frac{D\epsilon k_0^2d^2}{3}. \tag{16}$$

With $\epsilon\approx-\omega_p^2/\omega^2$, the fractional changes of $k^2$ are

$$+D\frac{\omega^2}{\omega_p^2}\quad\text{and}\quad-\frac{D}{1+D}\frac{d^2}{3\delta^2}. \tag{17}$$

The first is the approach to series resonance, the second the skin effect. They have opposite signs, so a small net error in (8) need not mean that each effect is small.

Weak collisions make $k$ complex. To first order in $\nu/\omega$, and for $|\epsilon|\gg1$, $1/\epsilon\approx-\omega^2(1+i\nu/\omega)/\omega_p^2$, while $\epsilon\approx-(\omega_p^2/\omega^2)(1-i\nu/\omega)$. Both corrections in (16) then contribute positive imaginary parts. Since $k$ is the square root of $k^2$, its fractional imaginary part is half as large:

$$\frac{\mathrm{Im}\,k}{\mathrm{Re}\,k}\approx\frac{\nu}{2\omega}\left[D\frac{\omega^2}{\omega_p^2}+\frac{D}{1+D}\frac{d^2}{3\delta^2}\right]. \tag{18}$$

A positive $\mathrm{Im}\,k$ means decay along the direction of travel. The damping is weak because little of the wave's energy resides in electron motion.

## A 40 MHz reactor

Take $d=2$ cm, $s=0.2$ cm and $n=10^{10}$ cm$^{-3}$. The ratio $D=10$ gives a shortening factor $\sqrt{11}=3.317$, and

$$\lambda=\frac{749.5\ \mathrm{cm}}{3.317}=226.0\ \mathrm{cm}=2.260\times10^{10}\ \text{Å}.$$

The skin depth is 5.31 cm, so $d/\delta=0.376$, and the permittivity without collisions is $-503$. By (17), resonance raises $k^2$ by $10/503=2.0\%$, while the skin effect lowers it by $(10/11)(0.376)^2/3=4.3\%$. The net change of $-2.3\%$ in $k^2$ is about $-1.15\%$ in $k$. The full relation (6) gives a factor 3.279 and a wavelength of 228.6 cm, in accord with this estimate.

The voltage between the plates varies as $J_0(kr)$, by (3). At large $kr$ the zeros of $J_0$ approach a spacing $\pi/k$, which is the sense in which $2\pi/k$ is a radial wavelength. The first zero lies at $2.405/k=86.5$ cm. At the electrode edge $kR=2\pi(20)/226.0=0.556$, and

$$\frac{V(R)}{V(0)}=J_0(0.556)=0.924,\qquad \frac{V(R)^2}{V(0)^2}=0.854.$$

For small $kR$, $J_0\approx1-(kR)^2/4$, so the squared voltage falls by about $(kR)^2/2$. To keep this fall below a small fraction $\beta$ requires $R<\sqrt{2\beta}/k$, for symmetric drive, fixed layer thicknesses and negligible harmonics. An electrode can therefore be far smaller than a wavelength and still show a significant voltage variation.

For collisions, take 10 mTorr of gas at 300 K, with density $3.22\times10^{14}$ cm$^{-3}$, and a round rate coefficient of $10^{-7}$ cm$^3$/s. Their product is $\nu=3.22\times10^7$ s$^{-1}$, and $\nu/\omega=0.128$. Equation (18) gives $0.064(0.020+0.043)=0.0040$; the full relation gives 0.0038. The amplitude decay length is about 9500 cm, so electron–gas collisions alone scarcely affect the pattern on this electrode. Power passed to electrons and ions by the sheaths is not included, and at this pressure it can be as large as the collisional loss or larger.

If the density at the plasma edge is half that at the centre, with a cosine profile and the same mean density, integration of (4) raises $k$ by 0.39%. Equation (15) explains the sign. Moving electrons towards small $z$ reduces the negative skin term, and an uneven density raises the mean of $1/n$, which strengthens the resonance correction. Both changes increase $k$.

## Sheath response and real reactors

The sheath thickness itself depends on voltage. Suppose ions enter a collisionless dc sheath at the Bohm speed, their entry energy is negligible after acceleration, and the electron density in the sheath can be neglected. Measure potential drop $\varphi$ in units of the electron temperature and distance $x$ from the plasma edge in Debye lengths $\lambda_D$. Constant ion flux gives a density proportional to $1/\sqrt{2\varphi}$, and Poisson's equation is $\varphi''=1/\sqrt{2\varphi}$. Multiplying by $\varphi'$ and integrating from zero field gives $\varphi'^2/2=\sqrt{2\varphi}$, so $\varphi'=2^{3/4}\varphi^{1/4}$. A second integration yields

$$\frac{s}{\lambda_D}=\frac{4}{3\cdot2^{3/4}}\varphi^{3/4}. \tag{19}$$

For an electron temperature of 3 eV, $\lambda_D=0.0129$ cm and a sheath of 0.2 cm corresponds to about 158 V. Such a sheath is only about 15 Debye lengths thick, so the neglected electrons and ion entry speed matter: including them lowers the voltage appreciably, by an amount that depends on the field assumed at the sheath edge (taken no larger than the electron temperature per Debye length). The Debye length in (19) also belongs to the sheath-edge density, whereas the bulk value was used here; an edge density half as large gives 100 V. An rf sheath also has a different coefficient. The figure is therefore only an order-of-magnitude guide.

As a sensitivity estimate, let the local dc voltage follow the rf amplitude at fixed density. The edge sheath is then $0.2(0.924)^{3/4}=0.1885$ cm. At fixed plate spacing the local factor is $\sqrt{2.2/0.1885}=3.42$, 3% above 3.317. This is not a self-consistent solution: plates and plasma also redistribute the dc voltage.

The parameters of the example are round values chosen for illustration. In a real discharge the sheath is neither fixed nor always empty. Its electron edge oscillates, and $s$ stands for an effective capacitive thickness. At fixed plate spacing (8) gives $k\propto s^{-1/2}$, so a 20% uncertainty in that thickness moves the wavelength by about 10%, more than the corrections to $k$ found above. Unequal electrodes can also excite the odd mode excluded here.

An oscillating sheath is nonlinear and can generate harmonics. The fifth, at 200 MHz, is no longer far below the series resonance at 270.7 MHz. Equation (6), without collisions, gives it a wavelength of 33.9 cm, compared with $226.0/5=45.2$ cm from the simple law. Its voltage pattern $J_0(kr)$ has a zero at $2.405(33.9)/(2\pi)=13$ cm, inside the electrode. So near resonance the figure is sensitive: a 20% change of $s$ at fixed plate spacing moves the wavelength between 27 and 40 cm and the zero between 10 and 15 cm. If its amplitude is appreciable, this harmonic can produce much stronger radial structure than the fundamental; the linear model does not determine that amplitude.

The cold-plasma description has limits of its own. The Debye length is 6% of the sheath thickness, so the plasma edge is not perfectly sharp. An electron at thermal speed travels $0.145d$ during one radian of the rf cycle, so the current is not strictly local. These ratios indicate the scale of the neglected thermal effects, not the resulting shift in wavelength. The numerical output below lists the values used here.

## Computed results

```
Frequency: 40 MHz
Plasma half-thickness d: 2.0 cm
Sheath thickness s: 0.2 cm
Electron density: 1.0e+10 cm^-3
Electron temperature: 3.0 eV
Gas pressure: 10 mTorr
Gas temperature: 300 K
Electrode radius: 20 cm
Ratio d/s: 10.0
Skin depth: 5.314 cm
Ratio d/skin depth: 0.376
Collisionless permittivity: -502.9
Series resonance: 270.7 MHz
Free-space wavelength: 749.5 cm
Shortening factor, simple law: 3.3166
Shortening factor, full relation: 3.2786
Wavelength, simple law: 226.0 cm = 2.260e+10 angstrom
Wavelength, full relation: 228.6 cm
First voltage null, simple law: 86.5 cm
Edge/centre voltage: 0.9242
Edge/centre voltage squared: 0.8541
Same, free-space wavelength: 0.9860
Resonance correction to k^2: 1.99 %
Skin correction to k^2: -4.28 %
Full change of k: -1.15 %
Density-profile change of k (edge/centre 0.5): 0.39 %
Collision rate coefficient: 1.0e-07 cm^3/s
Gas density: 3.22e+14 cm^-3
Collision frequency: 3.22e+07 s^-1
Collision/angular rf frequency: 0.128
Damping Im k/Re k: 0.00382
Amplitude decay length: 9528 cm
Debye length: 0.0129 cm
Debye length/s: 0.064
Thermal travel per rf radian/d: 0.145
Child-law dc sheath voltage: 158 V
Edge sheath at fixed density: 0.1885 cm
Local factor at edge: 3.4162
Fifth-harmonic wavelength: 33.9 cm
Test cavity radius: 86 cm
Test cavity frequency: 40.65 MHz
Test cavity shortening factor: 3.2818
Cavity k, relation/wall condition: 0.99932
Magnetic energy share in plasma: 0.9011
Electric energy share in sheaths: 0.99987
Worst relative error in limiting tests: 7.9e-05
Skin coefficient from full relation: 0.3320
```
